# How strain changes a defect's migration barrier: the elastic dipole law

A defect in a crystal hops from one site to the next over a saddle point of the potential energy. The crystal is then strained uniformly, as in a film held by its substrate. How does the barrier change, and which properties of the defect decide it?

**Setting.** A periodic cell holds one defect. A small homogeneous strain $\varepsilon$ (symmetric, without rotation, positive in tension) deforms the cell, and atomic positions are written

$$\mathbf x_a=(1+\varepsilon)\,\mathbf s_a .$$

With fixed $\mathbf s$ the atoms follow the strain affinely; a change of $\mathbf s$ is a relaxation on top of it. The potential energy is $U(s,\varepsilon)$, where $s$ collects all coordinates $s_\alpha$. The number of atoms and the charge state are fixed. The strain-free crystal has a nondegenerate minimum (initial state) and a nondegenerate saddle with one unstable mode. Nondegenerate means that the Hessian $H_{\alpha\beta}=\partial^2U/\partial s_\alpha\partial s_\beta$ has no zero eigenvalue once rigid translations are removed by fixing the mean position. Repeated Cartesian indices are summed, and $A\!:\!B=A_{ij}B_{ij}$.

## (a) Does the saddle survive a small strain, and does it move?

**Solution.** A stationary state obeys

$$\frac{\partial U}{\partial s_\alpha}(s,\varepsilon)=0\quad\text{for all }\alpha .$$

At $\varepsilon=0$ this has the solution $s^0$. Since $H$ is invertible there, the implicit function theorem gives one smooth branch $s(\varepsilon)$ through $s^0$. Differentiating the condition along the branch,

$$H_{\alpha\beta}\frac{ds_\beta}{d\varepsilon_{ij}}+\frac{\partial^2U}{\partial s_\alpha\partial\varepsilon_{ij}}=0
\quad\Rightarrow\quad
\frac{ds_\alpha}{d\varepsilon_{ij}}=-(H^{-1})_{\alpha\beta}\frac{\partial^2U}{\partial s_\beta\partial\varepsilon_{ij}} .$$

The argument needs an invertible $H$, not a positive one, so it covers minimum and saddle alike. The eigenvalues vary continuously, so for small enough strain none changes sign and the saddle keeps its single unstable mode. In general the saddle does move at first order in strain, unless symmetry makes the mixed derivative vanish.

## (b) Find the barrier to first order in strain.

**Solution.** Let $E(\varepsilon)$ be the energy of the relaxed cell minus that of the perfect host at the same strain:

$$E(\varepsilon)=U(s(\varepsilon),\varepsilon)-E_{\rm host}(\varepsilon).$$

The elastic dipole tensor of the state is defined by

$$P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0},
\qquad E(\varepsilon)=E(0)-P\!:\!\varepsilon+O(\varepsilon^2).$$

It is an energy. A positive diagonal component means that stretching along that axis lowers the energy: the defect pushes outward. In a shear, $\varepsilon_{xy}$ and $\varepsilon_{yx}$ change together, so the contraction contains $2P_{xy}\varepsilon_{xy}$.

By the chain rule,

$$\frac{dU}{d\varepsilon_{ij}}=\frac{\partial U}{\partial\varepsilon_{ij}}+\frac{\partial U}{\partial s_\alpha}\frac{ds_\alpha}{d\varepsilon_{ij}}
=\frac{\partial U}{\partial\varepsilon_{ij}} ,$$

because $\partial U/\partial s_\alpha=0$ at a stationary point. The saddle's displacement is of first order, but it multiplies a vanishing gradient. The dipole can therefore be read from the unstrained state.

The barrier is $E_m=E^{\rm sad}-E^{\rm init}$. The host energy is common to both states and cancels. Subtracting the two expansions,

$$\boxed{E_m(\varepsilon)=E_m(0)-\left(P^{\rm sad}-P^{\rm init}\right)\!:\!\varepsilon+O(\varepsilon^2)}$$

Write $\Delta P=P^{\rm sad}-P^{\rm init}$. Strain lowers the barrier if it suits the saddle better than the well. The initial tensor alone says how the well shifts, which is not enough to know the barrier.

The reverse jump has $P^{\rm fin}$ in place of $P^{\rm init}$. Forward minus reverse barrier therefore changes by $-(P^{\rm fin}-P^{\rm init})\!:\!\varepsilon$, which is the change in the energy difference of the wells, as detailed balance requires.

The law follows one given saddle. If several saddles are equivalent by symmetry without strain, each has its own $\Delta P$, and the lowest barrier among them can have a kink at $\varepsilon=0$. The expansion also fails where strain destroys the saddle or a well, or where electronic levels cross. It also presumes that the strain is nearly uniform over the region that the defect distorts.

## (c) What does relaxation contribute, and with which sign?

**Solution.** Deform the crystal affinely, keeping $s=s^0$. The gradient there is

$$g_\alpha=\frac{\partial^2U}{\partial s_\alpha\partial\varepsilon_{ij}}\,\varepsilon_{ij}+O(\varepsilon^2),$$

since it vanished at zero strain. For a further displacement $\delta$,

$$U(s^0+\delta,\varepsilon)\simeq U(s^0,\varepsilon)+g^T\delta+\tfrac12\delta^TH\delta .$$

Stationarity gives $\delta=-H^{-1}g$. Inserting it,

$$\delta E_{\rm relax}=-g^TH^{-1}g+\tfrac12g^TH^{-1}g=-\tfrac12g^TH^{-1}g
=-\sum_k\frac{g_k^2}{2\lambda_k},$$

where $\lambda_k$ are the eigenvalues of $H$ and $g_k$ the components of $g$ along its eigenvectors. This is of order $\varepsilon^2$. At a minimum it cannot be positive; at a saddle the unstable mode, with $\lambda<0$, contributes with the opposite sign.

One coordinate $q$ along the path shows why. Near the saddle let strain add a slope $c$ to the barrier top: $u=-\tfrac12\kappa q^2+cq$ with $\kappa>0$. The stationary point is $q^*=c/\kappa$, with energy $u(q^*)=+c^2/(2\kappa)$. If strain tilts the path at the barrier top towards the final state, at positive $q$, then $c<0$ and the saddle moves back towards the initial state. A strain that lowers the final well often does this, but the energy difference of the wells does not by itself fix the sign of $c$.

## (d) For atoms joined by pair bonds, express $P$ through the bond forces.

**Solution.** Let $U=\sum_b\phi_b(r_b)$, each bond counted once, with bond vector $\mathbf d$ and length $r$. An affine strain changes $\mathbf d$ into $(1+\varepsilon)\mathbf d$, so to first order

$$\delta(r^2)=2\,d_i\varepsilon_{ij}d_j,\qquad \delta r=\frac{\delta(r^2)}{2r}=\frac{d_id_j}{r}\,\varepsilon_{ij}.$$

If the host is unstressed at $\varepsilon=0$, its own energy has no linear term, and

$$P_{ij}=-\sum_b\phi_b'(r_b)\,\frac{d_id_j}{r_b}.$$

The sum runs over all bonds of the relaxed cell, host–host bonds included. A compressed bond has $\phi'<0$ and contributes positively along its own direction.

## (e) What changes if the stress, and not the strain, is prescribed?

**Solution.** Take a cell of volume $V$ with a linear elastic host of stiffness $C$ and compliance $S=C^{-1}$, under external stress $\sigma$ (positive in tension). Keeping the defect energy to first order in strain, the enthalpy is

$$G=\tfrac V2\,\varepsilon\!:\!C\!:\!\varepsilon+E(0)-P\!:\!\varepsilon-V\sigma\!:\!\varepsilon .$$

Setting the strain derivative to zero gives $C\!:\!\varepsilon=\sigma+P/V$. Inserting $\varepsilon=S\!:\!(\sigma+P/V)$,

$$G=E(0)-\tfrac V2\left(\sigma+\tfrac PV\right)\!:\!S\!:\!\left(\sigma+\tfrac PV\right)$$
$$\phantom{G}=E(0)-\tfrac V2\,\sigma\!:\!S\!:\!\sigma-P\!:\!S\!:\!\sigma-\frac{P\!:\!S\!:\!P}{2V}.$$

The second term is common to well and saddle. The last is independent of $\sigma$ and vanishes for a large cell. The barrier therefore changes by $-\Delta P\!:\!(S\!:\!\sigma)$: the law of part (b), taken at the strain that the stress produces in the host.

For a cubic crystal under pressure $p$, the host strain is $-p/(3B)$ along each axis, with bulk modulus $B=(C_{11}+2C_{12})/3$. Then

$$\delta E_m=p\,\Delta V_m,\qquad \Delta V_m=\frac{{\rm tr}\,\Delta P}{3B},$$

which defines the activation volume $\Delta V_m$.

## (f) An interstitial in a strained bcc film

An interstitial solute sits in an octahedral site of a bcc crystal, halfway between two close host atoms. The line joining them is the site axis (the "long axis" of the numerical output). The solute jumps to a neighbouring octahedral site through the tetrahedral site between them. Let $x$ be the initial site axis and $y$ the jump direction; $z$ is then the final site axis. A film with a cube axis as its normal is stretched in its plane by $0.5\,\%$, and its normal is free of stress. Find the barrier change for each orientation of the normal.

The parameters are round model values in the rough regime of oxygen in vanadium. First- and second-neighbour host atoms are joined by springs, and the solute acts on host atoms through a pair well of depth $0.80$ eV and radius $0.214$ nm, harmonic inside that radius and Gaussian outside. The lattice constant is $a=0.303$ nm. Relaxing a cell of 128 host atoms gives an unstrained barrier of $0.753$ eV and these diagonal components in eV:

| State | $P_{xx}$ | $P_{yy}$ | $P_{zz}$ |
|---|---:|---:|---:|
| initial | 6.729 | 1.159 | 1.159 |
| saddle | 1.170 | −11.044 | 1.170 |
| final | 1.159 | 1.159 | 6.729 |
| saddle − initial | −5.558 | −12.204 | 0.011 |

**Solution.** Symmetry explains the pattern. The octahedral site has a fourfold axis along its site axis, and the tetrahedral saddle has a fourfold rotation–inversion axis along $y$. Applied twice, either operation is a twofold rotation, which removes the shear components that mix the axis with the plane across it. Applied once, it makes the two transverse diagonal components equal and reverses the sign of the remaining shear component, which must vanish. The near-equality of $P_{zz}$ at saddle and well is not required by this symmetry. The small positive difference in the table is an effect of the cell size: it becomes $-0.006$ eV with 432 host atoms and $-0.010$ eV with 1024.

The negative $P_{yy}$ at the saddle means that the defect pulls the lattice inward along the jump direction. At ideal lattice positions the four nearest host atoms lie at $\sqrt5\,a/4=0.169$ nm, inside the well radius, and push; the squared $y$ component of their bond directions is $1/5$. The next four lie at $\sqrt{13}\,a/4=0.273$ nm, outside it, and pull; their squared $y$ component is $9/13$. Relaxation changes these distances but not the signs. In the relaxed cell the bond sum of part (d) splits into $+2.4$ eV from the first shell, $-10.3$ eV from the second and $-3.2$ eV from the host–host bonds. Attraction by the second shell is thus the main source of the negative $P_{yy}$.

*Film strain.* With $C_{11}=225.6$ GPa and $C_{12}=119.9$ GPa, zero normal stress requires $C_{11}\varepsilon_n+2C_{12}\varepsilon_\parallel=0$, hence

$$\varepsilon_n=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel=-\frac{2\times119.9}{225.6}\times0.5\,\%=-0.531\,\% .$$

The in-plane stress is $(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_n=1.09$ GPa.

*Normal along $x$, the initial site axis:*

$$\delta E_m=-\left[(-5.558)(-0.00531)+(-12.204)(0.005)+(0.011)(0.005)\right]\text{eV}=+0.031\ \text{eV}.$$

*Normal along $y$, the jump direction:*

$$\delta E_m=-\left[(-5.558)(0.005)+(-12.204)(-0.00531)+(0.011)(0.005)\right]\text{eV}=-0.037\ \text{eV}.$$

*Normal along $z$, the final site axis:*

$$\delta E_m=-\left[(-5.558)(0.005)+(-12.204)(0.005)+(0.011)(-0.00531)\right]\text{eV}=+0.089\ \text{eV}.$$

At 700 K, $k_BT=0.0603$ eV. With the attempt frequency held fixed, the factors $\exp(-\delta E_m/k_BT)$ on the jump rate are $0.59$, $1.85$ and $0.23$. The same film speeds up one type of jump and slows down the other two.

The first and third types are each other's reverse. Their barrier changes differ by $0.031-0.089=-0.057$ eV (from unrounded values), so wells whose site axis lies in the plane drop by $0.057$ eV relative to those with the axis along the normal. This agrees with the tensors: $P^{\rm fin}-P^{\rm init}$ has diagonal $(-5.570,\,0,\,5.570)$ eV, and for the normal along $x$

$$-\left[(-5.570)(-0.00531)+(5.570)(0.005)\right]\text{eV}=-0.057\ \text{eV}.$$

The kink of part (b) appears here too. From a well with its axis in the plane, a jump along the normal changes its barrier by $-0.037$ eV, and a jump within the plane by $+0.089$ eV. The lower of the two changes is $-0.037$ eV. If the strain is reversed, the linear changes become $+0.037$ and $-0.089$ eV, and the lower is $-0.089$ eV: another saddle has taken over.

## (g) How good is the linear law here, and what does it leave out?

**Solution.** The law was tested against stationary points found afresh under strain. For each of the six strain components, the slope of the barrier between strains of $\pm10^{-4}$ agreed with $-\Delta P$ to within $4\times10^{-6}$ eV, against components of up to 12 eV. For a general strain with components up to $2\times10^{-4}$, halving the strain divided the remainder by $3.997$ and the non-affine displacement of the saddle along $y$ by $1.998$. The saddle thus moves linearly while the error of the law is quadratic.

*Second order in strain.* At the full film strain the directly computed changes are $+0.0307$, $-0.0368$ and $+0.0893$ eV. The linear values miss them by less than $0.001$ eV, or about 2 % of the change in the worst case. The saddle shifts relative to affine motion by $-0.0013$ nm, zero and $+0.0013$ nm along $y$. For the normal along $x$ the final well is favoured and the saddle retreats towards the initial one, as in part (c). In the estimate $-H^{-1}g$ the unstable mode gives $-0.0022$ nm and the stable modes $+0.0005$ nm; their sum, $-0.0017$ nm, exceeds the actual shift, so at this strain the displacement is no longer linear. For the normal along $y$ the strains along $x$ and $z$ are equal, the symmetry of the saddle survives, and there is no shift.

*Attempt frequency.* In harmonic rate theory the rate is $\nu\,e^{-E_m/k_BT}$, where $\nu$ is the product of the well's vibrational frequencies divided by the product of the saddle's real ones. Here strain multiplies $\nu$ by $1.22$, $0.94$ and $1.21$. For the normal along $x$ this is equivalent to a barrier change of $-k_BT\ln1.22=-0.012$ eV, more than a third of the static change and opposite to it. With the direct barriers, the three rate factors become

$$0.601\times1.2215=0.73,\qquad 1.842\times0.9445=1.74,\qquad 0.228\times1.2054=0.27 .$$

In this model the strain dependence of $\nu$ is thus a larger correction than the second-order energy. The dipole law is a statement about the static barrier, not about the whole rate.

*Temperature.* Free expansion from 300 to 700 K, with a rough coefficient of $9\times10^{-6}$ per K, is an isotropic strain of $0.36\,\%$. Since ${\rm tr}\,\Delta P=-17.75$ eV, it raises the barrier by $17.75\times0.0036=0.064$ eV, which is comparable with the changes due to the film strain. In this model the expansion also multiplies $\nu$ by about $1.28$, which offsets roughly a quarter of the barrier's effect on the rate. Both effects are common to all jump types and cancel to first order when strained and unstrained crystals are compared at the same temperature; what remains alters the barrier changes due to the film strain by at most about $0.003$ eV. Tunnelling is small: the crossover temperature is about 45 K (46 K with 128 host atoms, 44 K with 250), and the leading tunnelling factor on the rate at 700 K is $1.007$. The stable vibrations matter more: treating them as quantum oscillators multiplies the unstrained rate at 700 K by about $1.05$.

*Cell size.* At fixed cell shape the unstrained barrier falls from $0.753$ eV to $0.743$, $0.740$ and $0.739$ eV with 432, 1024 and 2000 host atoms, and the components of $\Delta P$ change by at most about $0.04$ eV. At $0.5\,\%$ strain the latter matters by less than $0.001$ eV. The last term of part (e) is not small in the 128-atom cell: it is $0.011$ eV at the well and $0.045$ eV at the saddle, so relaxing that cell to zero stress gives a barrier of $0.720$ eV. The barrier itself is therefore less well converged than its changes with strain.

*Pressure.* From part (e), $3B=C_{11}+2C_{12}=465$ GPa, so

$$\Delta V_m=\frac{-17.75\times1.602\times10^{-19}\ \text{J}}{465\times10^{9}\ \text{Pa}}=-6.1\times10^{-30}\ \text{m}^3=-0.0061\ \text{nm}^3 .$$

This is $-0.44$ of the host volume per atom, $a^3/2=0.0139$ nm³. Pressure lowers the barrier in this model, by about $0.04$ eV per GPa.

**The real case.** The model's $C_{11}$ and $C_{12}$ are close to those of vanadium, but its central springs force $C_{44}=C_{12}\approx120$ GPa, whereas the real shear constant is roughly 40 GPa. The strain was applied along cube axes for this reason, though the relaxation around the solute still feels the wrong shear stiffness. The barrier of $0.75$ eV is well below the rough 1.2 eV of oxygen in vanadium; at 700 K this alone makes absolute jump rates too high by a factor of order a thousand. The large negative activation volume is a property of the chosen pair well and should not be carried over to the metal. For a real film, $\Delta P$ has to come from an electronic-structure calculation of both states. A stress of $1.09$ GPa is also high for a metal at 700 K and may relax by plastic flow. If half the elastic strain is lost, the linear barrier changes halve, and the largest falls from $0.089$ to $0.044$ eV.

## Numbers as computed

```
lattice constant: 0.303 nm
springs, 1st and 2nd: 340 100 eV/nm^2
solute well depth: 0.80 eV
solute well radius, width: 0.214 0.045 nm
masses, host and solute: 50.94 16.00 u
host atoms in cell: 128
C11 C12 C44: 225.6 119.9 119.9 GPa
axes: x initial long axis, y jump, z final long axis
unstrained barrier: 0.7532 eV
P initial xx yy zz: 6.729 1.159 1.159 eV
P saddle  xx yy zz: 1.170 -11.044 1.170 eV
P final   xx yy zz: 1.159 1.159 6.729 eV
P saddle - initial: -5.558 -12.204 0.011 eV
largest shear part of difference: 2.9e-14 eV
worst slope error, six strains: 3.6e-06 eV
remainder ratio on halving strain: 3.997
saddle shift ratio on halving: 1.998
in-plane film strain: 0.50 %
normal film strain: -0.531 %
in-plane film stress: 1.09 GPa
temperature: 700 K, kT: 0.06032 eV
normal x: linear barrier change 0.03144 eV
normal x: direct barrier change 0.03070 eV
normal x: direct - linear -0.00073 eV
normal x: linear rate factor 0.594
normal x: direct rate factor 0.601
normal x: attempt frequency ratio 1.2215
normal x: non-affine saddle shift -0.001322 nm
normal y: linear barrier change -0.03710 eV
normal y: direct barrier change -0.03683 eV
normal y: direct - linear 0.00026 eV
normal y: linear rate factor 1.850
normal y: direct rate factor 1.842
normal y: attempt frequency ratio 0.9445
normal y: non-affine saddle shift 0.000000 nm
normal z: linear barrier change 0.08887 eV
normal z: direct barrier change 0.08925 eV
normal z: direct - linear 0.00038 eV
normal z: linear rate factor 0.229
normal z: direct rate factor 0.228
normal z: attempt frequency ratio 1.2054
normal z: non-affine saddle shift 0.001322 nm
unstrained attempt frequency: 13.46 THz
tunnelling crossover: 46 K
Wigner tunnelling factor: 1.0070
thermal strain from 300 K: 0.36 %
barrier shift by thermal strain: 0.06390 eV
host atoms in larger cell: 432
larger cell barrier: 0.7429 eV
larger cell P difference: -5.563 -12.235 -0.006 eV
```
